# Grid size and partial waves for strong-field ionisation in two gauges

**Question.** An atom-like system is ionised by a strong, linearly polarised field, and its wave function is propagated on a radial grid with an expansion in spherical harmonics. How large must the box be, how fine the spacing, and how many angular momenta are needed? How much does the last number depend on the gauge, and how do these numbers scale with field strength, frequency and time?

**Answer.**

**Setting and conventions**

Atomic units are used, and the electron has charge $-1$. The field is $F(t)=-\dot A(t)$ along $z$. Once the field is fully on, $A=A_0\sin\omega t$, with

$$A_0=\frac{F_0}{\omega},\qquad \alpha_0=\frac{F_0}{\omega^2},\qquad U_p=\frac{A_0^2}{4}.$$

Here $\alpha_0$ is the quiver radius and $U_p$ the mean quiver energy. The dipole approximation is made, and one electron is bound with energy $-I_p$ in a short-range central well $V(r)$. The estimates follow classical electrons that start near the origin and feel only the field afterwards.

Minimal coupling gives $(\mathbf p+\mathbf A)^2/2+V$. The term $A^2/2$ depends on time alone and is removed by a phase, leaving the velocity-gauge Hamiltonian

$$H_V=\tfrac12 p^2+A p_z+V .$$

Now put $\psi_L=e^{iAz}\psi_V$. The time derivative of the factor contributes $-\dot A z=Fz$, and $e^{iAz}(p_z+A)e^{-iAz}=p_z$. Hence, up to the same phase,

$$H_L=\tfrac12 p^2+Fz+V .$$

The operator $\mathbf p$ therefore represents the velocity in length gauge, but the velocity minus $A$ in velocity gauge. That difference decides the number of partial waves.

**Box: which electrons must be kept?**

Let an electron start at rest at phase $\phi_b=\omega t_b$. The force is $-F=\dot A$, so its velocity is $A(t)-A(t_b)$. Integrating, with $\phi=\omega t$,

$$z=\alpha_0\left[\cos\phi_b-\cos\phi-(\phi-\phi_b)\sin\phi_b\right].$$

The field peaks at $\phi_b=0$. For $0\le\phi_b<\pi/2$ the last term is not positive, so $z\le\alpha_0(1+\cos\phi_b)\le2\alpha_0$. For $\phi_b=-\beta$ with $0<\beta<\pi/2$, the electron first moves outward. After $\phi=0$ it obeys $z/\alpha_0\ge\cos\beta-1+\beta\sin\beta>0$, because $1-\cos\beta=\int_0^\beta\sin s\,ds<\beta\sin\beta$. It never returns. Returning electrons thus stay within $2\alpha_0$ of their starting point until they come back to it.

They do not start at the origin. In a static field the barrier of a short-range well ends where $-F_0|z|=-I_p$, which adds $I_p/F_0$:

$$R_{\rm return}\simeq2\alpha_0+\frac{I_p}{F_0}.$$

An absorbing layer lies outside this radius. If instead all direct electrons are kept for a time $\tau$ after birth, their drift momentum $p_z=-A(t_b)$ is at most $A_0$ in size, and the quiver displacement adds at most $2\alpha_0$:

$$R_{\rm direct}\simeq A_0\tau+2\alpha_0 .$$

**Spacing: which momentum must be resolved?**

At the return phase $\phi_r$, where $z=0$, the kinetic energy is

$$E_r=\tfrac12A_0^2(\sin\phi_r-\sin\phi_b)^2=2U_p(\sin\phi_r-\sin\phi_b)^2 .$$

Differentiating the condition $z=0$ gives

$$(\sin\phi_r-\sin\phi_b)\,d\phi_r=(\phi_r-\phi_b)\cos\phi_b\,d\phi_b .$$

At a maximum of $E_r$, $\cos\phi_r\,d\phi_r=\cos\phi_b\,d\phi_b$. Combining the two,

$$\sin\phi_r-\sin\phi_b=(\phi_r-\phi_b)\cos\phi_r .$$

This and $z=0$ fix both phases. A numerical scan of the trajectories gives $E_r^{\max}=3.17\,U_p$, so $k_r=\sqrt{2\times3.17\,U_p}=1.26A_0$.

On a three-point grid of spacing $h$, a plane wave has kinetic energy

$$-\frac{e^{ikh}+e^{-ikh}-2}{2h^2}=\frac{1-\cos kh}{h^2}.$$

Its group velocity is $\sin(kh)/h=k(1-k^2h^2/6+\dots)$. In length gauge $k$ is the velocity itself. If a relative velocity error $\delta$ is allowed for the fastest returning electron, then to leading order

$$h=\frac{\sqrt{6\delta}}{k_r}.$$

Direct electrons can be faster. A drift momentum close to $A_0$ adds to $A$, so their velocity can approach $2A_0$. If they must be equally accurate in length gauge, $2A_0$ replaces $k_r$.

**Transverse momentum: the missing ingredient**

Neither $\alpha_0$ nor $3.17\,U_p$ fixes the angular momentum. An electron moving along the axis through the origin has none, so the transverse momentum $p$ is needed.

Take birth at a field peak with $p_z=0$, and continue time to $t_b+is$. Then $A=iA_0\sinh\omega s$ up to a sign, and the longitudinal kinetic energy is $-\tfrac12A_0^2\sinh^2\omega s$. The phase relative to the bound state, accumulated from $s_T$ down to $0$, becomes a real damping. In the leading exponent the probability is $e^{-W}$, with

$$W(p)=2\int_0^{s_T}\left[I_p+\tfrac12p^2-\tfrac12A_0^2\sinh^2\omega s\right]ds .$$

The bracket vanishes at $s_T$, where the total energy matches that of the bound state. The derivative with respect to $p^2$ therefore has no contribution from the moving limit, and $dW/d(p^2)=s_T$. To first order in $p^2$ the weight is $e^{-\tau_Tp^2}$, where

$$\tau_T=\frac1\omega\operatorname{arsinh}\frac{\omega\kappa}{F_0},\qquad \kappa=\sqrt{2I_p}.$$

In two transverse dimensions the fraction beyond $p$ is

$$\frac{\int_p^\infty q\,e^{-\tau_Tq^2}dq}{\int_0^\infty q\,e^{-\tau_Tq^2}dq}=e^{-\tau_Tp^2}.$$

Setting it equal to a tolerated fraction $\varepsilon$ gives $p_\varepsilon=\sqrt{\ln(1/\varepsilon)/\tau_T}$.

**Angular momentum in the two gauges**

At a time $\tau$ after birth the transverse and axial positions are

$$\rho=p\tau,\qquad z=p_z\tau+\Delta\alpha,\qquad \Delta\alpha=\int_{t_b}^{t}A\,dt' .$$

In velocity gauge, angular momentum is built from the drift momentum:

$$\ell_V=zp-\rho p_z=p_zp\tau+p\,\Delta\alpha-p\tau p_z=p\,\Delta\alpha .$$

In length gauge $p_z$ is replaced by $p_z+A$:

$$\ell_L=zp-\rho(p_z+A)=p\,\Delta\alpha-p\tau A .$$

In the steady field $|\Delta\alpha|\le2\alpha_0$. The velocity-gauge value is bounded in time for given $p$, while the length-gauge value grows with the distance the electron has spread sideways. The leading estimates are

$$\ell_V\simeq2\alpha_0p_\varepsilon,\qquad \ell_L\simeq A_0p_\varepsilon\tau,\qquad \frac{\ell_L}{\ell_V}\simeq\frac{\omega\tau}{2}.$$

The ratio increases by $\pi$ for each optical cycle during which emitted electrons remain on the grid.

**How large is it in a worked case?**

Take $V=-2.25\,e^{-r^2/2}$ and $F_0=\omega=0.1$, so that $A_0=1$, $\alpha_0=10$ bohr and $U_p=0.25$ hartree. On the grid used here the binding energy is $I_p=0.518$ hartree, which enters the estimates below; the converged value for this well is 0.510 hartree. The vector potential rises over one cycle of 62.8 a.u. and is then steady for 1.25 cycles, ending at $A=A_0$. For birth at the end of the rise, $\tau=78.5$ a.u.

The boxes are $R_{\rm return}=20+5.2=25.2$ bohr (1.33 nm) and $R_{\rm direct}=78.5+20=98.5$ bohr (5.2 nm). With $\delta=0.02$, the spacing for returning electrons is $h=0.346/1.26=0.275$ bohr (0.0146 nm). The calculations use 0.25 bohr. A packet of momentum $k_r$ on that lattice moved 1.66% too slowly, against 1.65% from the formula. For a direct electron at $2A_0$ the length-gauge error is 4.1%, and $\delta=0.02$ would require 0.173 bohr.

For $\varepsilon=0.01$, $\tau_T=8.94$ a.u. and $p_\varepsilon=\sqrt{4.605/8.94}=0.718$. Hence $\ell_V\simeq20\times0.718=14.4$, rounded up to 15, and $\ell_L\simeq0.718\times78.5=56$. Keeping the $\Delta\alpha$ term at the final time gives $|\ell_L|=0.718\,|10-78.5|=49$.

The time-dependent Schrödinger equation was solved in three dimensions in both gauges. The angular momentum needed is defined as the smallest $l$ above which the population is at most 1% of the probability found farther than 10 bohr from the centre. At the end it is 10 in velocity gauge and 46 in length gauge. Transforming the velocity-gauge wave function to length gauge also gives 46.

A basis must serve at all times, however. The largest velocity-gauge value found in the last cycle is 17, slightly above the estimate of 15, which is therefore not a strict bound. The comparison is then 18 partial waves against at least 47, the number needed at the final time in length gauge. That is a factor of at least 2.6 after little more than one steady cycle.

Time dependence separates the gauges more clearly. At 1.25 and at 2.25 cycles, where the field has the same phase, the velocity-gauge requirement is 10 both times, while the length-gauge one rises from 22 to 46. The value 22 is well above the classical $0.718\,|10-15.7|=4$ for birth at the end of the rise. Electrons emitted earlier, during the rise, are responsible. If the wave function is split at about 7 bohr at the end of the rise and the two parts are propagated separately, the outer part alone needs about 22 and the inner part fewer than 10, both measured against the total emitted probability.

**What happens if both expansions stop at $l=15$?**

The error is measured by integrating the absolute change in radial density beyond 10 bohr and dividing by the emitted probability there. Relative to the larger basis in the same gauge, it is 0.01% in velocity gauge and 16% in length gauge.

The first figure looks too small, since up to $l=17$ was needed along the way. Free motion suggests why. There $p_z$ couples $l$ to $l\pm1$ at the same radial wavenumber $k$, as $k$ times the matrix $C$ of $\cos\theta$. Cutting $C$ to $C_c$ leaves it commuting with $k^2/2$, so the evolution after birth is

$$e^{-ik^2\tau/2}\,e^{-ik\,\Delta\alpha\,C_c}.$$

It depends on the field through $\Delta\alpha$ alone. Damage done near $|\Delta\alpha|=2\alpha_0$ is undone when $|\Delta\alpha|$ falls back to $\alpha_0$, its final value for births at field peaks. In length gauge $z$ changes $k$, and this argument is lost. At 2.0 cycles, when $|\Delta\alpha|$ reaches $2\alpha_0$ for some of these births, the same error is 0.6%, and at 1.5 cycles it is 0.7%, the largest value found in the last cycle. The 0.01% thus describes a favourable final time and an angle-integrated quantity, not the accuracy at every instant.

**Do the boxes suffice?**

Of the emitted probability, 0.27% lies beyond $R_{\rm direct}$. For the returning electrons, the mean force of the well along $z$ after the first cycle was compared with that in the full box. The root-mean-square difference, relative to the full signal, is 0.05% with the absorber starting at 25.2 bohr and 1.1% with it starting at 10 bohr. The output calls this the acceleration error, but the full dipole acceleration also contains $-F(t)$, which is left out here and partly cancels the well's force. The percentages are therefore errors neither of the full acceleration nor of individual high harmonics.

**How do the requirements scale?**

When $2\alpha_0$ dominates the returning box, the number of radial points scales as $\alpha_0/h\propto F_0^2/\omega^3$ at fixed $\delta$. Halving the frequency multiplies it by eight. In the low-frequency limit $\tau_T\to\kappa/F_0$, so $p_\varepsilon\propto\sqrt{F_0/\kappa}$ and

$$\ell_V\propto\frac{F_0^{3/2}}{\omega^2\sqrt\kappa},\qquad \ell_L\propto\frac{F_0^{3/2}\tau}{\omega\sqrt\kappa}.$$

At a fixed number of cycles both grow as $\omega^{-2}$, and their ratio is unchanged.

**When is the advantage smaller?**

In an absorbing box of radius $2\alpha_0$, an electron drifting at $A_0$ leaves after $\tau\simeq2.55/\omega$ when its quiver motion is included, which makes $\omega\tau/2\simeq1.3$. Slow electrons stay longer, but $\rho\le R$ limits the gauge term to $A_0R=2F_0^2/\omega^3=8U_p/\omega$. This is 20 here, and it adds to a term of the size of $\ell_V\simeq15$. With an absorber starting at 25.2 bohr, the largest $l$ needed inside that radius during the last cycle is 15 in velocity gauge and about 30 in length gauge. The saving is then about a factor of two, and it no longer keeps growing with time as it does when the emitted wave packet is retained. In general the ratio of the two limits is $A_0R/(2\alpha_0p_\varepsilon)=A_0/p_\varepsilon$. It grows as the frequency falls, so these estimates suggest a larger saving in an absorbing box at lower frequency; only one frequency was calculated here. Whenever $A=0$, including after a pulse that ends with $A=0$, the two wave functions coincide and need the same partial waves; the difference lies in what must be carried in between.

Backscattered electrons are more demanding. Reversing the return velocity $v_r$ gives the drift momentum $-v_r-A(t_r)$, and the scan finds drift energies up to $10.0\,U_p$. The drift momentum is then $2.24A_0$ and the velocity can reach $3.24A_0$, which in length gauge requires $h=0.107$ bohr for the same $\delta$. Scattering can also turn the return velocity sideways. The displacement after the return is at most $\alpha_0(1+|\cos\phi_r|)$, so the velocity-gauge angular momentum can reach $\alpha_0|v_r|(1+|\cos\phi_r|)$. Over all trajectories its maximum is 20, at $|v_r|=1.14A_0$; the fastest return, at $1.26A_0$, gives only 16.5. The spacing of 0.25 bohr thus meets the 2% limit for returning electrons outside the well, but not for the fastest direct or backscattered ones. Inside the well the returning electron is faster as well. At the centre $k=\sqrt{1.26^2+2\times2.25}=2.47$, where the length-gauge velocity error is about 6% and $\delta=0.02$ would require 0.14 bohr. The depth of the well therefore sets a separate condition on $h$.

On a lattice the gauges are no longer strictly equivalent. For drift momentum $q$, the velocity is $\sin[(q+A)h]/h$ in length gauge but $\sin(qh)/h+A\cos(qh)$ in velocity gauge, and these differ at order $h^2$. The emitted probabilities, 0.0126 and 0.0123 respectively, differ by 3%. This shows that discretisation affects the yield, but it does not measure the total error, because errors common to both gauges cancel in the difference. One such error is the binding energy, which is 0.0076 hartree too large on this grid. Since $dW/dI_p=2\tau_T\approx17.9$, the exponent alone suggests that the converged yield is larger by a factor of about $e^{0.136}$, or 15%. This is an estimate: all results here were obtained at a single spacing. The remaining values are in the numerical output.

## Calculated quantities

```
field amplitude F0 = 0.100 a.u.
angular frequency w = 0.100 a.u.
well depth = 2.25 hartree
binding energy Ip on the grid = 0.5178 hartree
Keldysh parameter = 1.018
optical period = 62.83 a.u.
peak vector potential A0 = 1.000 a.u.
quiver radius alpha0 = 10.00 bohr
ponderomotive energy Up = 0.2500 hartree
largest return energy / Up = 3.173
largest return energy = 0.7933 hartree
harmonic cutoff 3.17 Up + Ip = 1.3110 hartree = 35.68 eV
largest returning excursion / alpha0 = 1.994
largest backscattered drift energy / Up = 10.008
return momentum = 1.260 a.u.
largest kinetic momentum, backscattered = 3.237 a.u.
allowed velocity error = 2.0 %
spacing estimate, returning = 0.275 bohr = 0.0146 nm
spacing estimate, backscattered = 0.107 bohr
spacing used = 0.250 bohr; time step = 0.0785 a.u.
packet slowdown measured = 1.66 %
packet slowdown formula = 1.65 %
box estimate, returning = 25.18 bohr = 1.332 nm
box estimate, direct = 98.54 bohr = 5.215 nm
full box used = 120.0 bohr
share of emission beyond direct estimate = 0.2746 %
acceleration error, absorber at 25.2 bohr = 0.051 %
acceleration error, absorber at 10.0 bohr = 1.120 %
tunnelling time tau_T = 8.938 a.u.
tail fraction = 1.0 %
transverse momentum cut = 0.718 a.u.
time since birth tau = 78.54 a.u.
estimated l, velocity gauge = 15
estimated l, length gauge A0*p*tau = 56.4
classical l at end, length gauge = 49.2
estimated ratio w*tau/2 = 3.93
emitted probability, velocity gauge = 0.01226
emitted probability, length gauge = 0.01264
final norms, velocity and length = 0.999983, 1.000000
l needed at 1.25 cycles, velocity = 10
l needed at 1.25 cycles, length = 22
l needed at 2.25 cycles, velocity = 10
l needed at 2.25 cycles, length = 46
l needed, length by gauge transformation = 46
largest l needed in last cycle, velocity = 17
lmax of reference runs, velocity and length = 36, 66
density error at lmax 15, velocity = 0.01 %
density error at lmax 15, length = 16.40 %
```
